# Split-off mixing and optical anisotropy in biaxially tensile germanium: test program

```python
"""Optical anisotropy of the top valence band of biaxially tensile (001) Ge.

Result under test, for direct transitions at the zone centre:
    R = strength_z / strength_x = [1 + 9x + 3 sqrt(1 + 2x + 9x^2)]^2 / 4,
    x = s / Delta,   s = b (e_zz - e_par),
which exceeds 4 for tension.  b: tetragonal deformation potential (eV),
Delta: spin-orbit splitting (eV), e_par, e_zz: in-plane and normal strain.
Strengths are in units of P^2, averaged over the valence Kramers pair and
summed over conduction spin.  Valence orbitals X, Y, Z; electron energies.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

# Rough typical parameters of germanium near room temperature
C11, C12 = 128.0, 48.0             # GPa
B_DEF, DELTA = -2.5, 0.29          # eV
GAP0, A_GAP = 0.80, -9.0           # direct gap and its hydrostatic potential, eV
G1, G2, G3 = 13.4, 4.2, 5.7        # Luttinger parameters
M_C, E_P = 0.04, 26.0              # conduction mass / m0, Kane energy in eV
TEMP = 300.0                       # K
KT = const.k * TEMP / const.e      # eV

# Angular momentum matrices for Cartesian p orbitals, and Pauli matrices
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
L = -1j * eps
SIG = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LS = sum(np.kron(L[i], SIG[i] / 2) for i in range(3))


def normal_strain(e_par):
    return -2 * C12 / C11 * e_par


def strain_matrix(e_par, e_zz, b):
    """Deviatoric strain operator written with squared angular momenta."""
    strain = (e_par, e_par, e_zz)
    orb = sum(-3 * b * strain[i] * (L[i] @ L[i] - 2 / 3 * np.eye(3))
              for i in range(3))
    return np.kron(orb, np.eye(2))


def orbital_weights(vectors):
    """Weights of X, Y, Z in each column, summed over spin."""
    sq = np.abs(vectors) ** 2
    return sq[..., 0::2, :] + sq[..., 1::2, :]


def diagonalize(s, delta):
    # b = -1 with e_par = 2s/3, e_zz = -s/3 gives b(e_zz - e_par) = s
    h = 2 * delta / 3 * LS + strain_matrix(2 * s / 3, -s / 3, -1.0)
    return np.linalg.eigh(h)


def pair_strength(s, delta, pair=(4, 5)):
    _, v = diagonalize(s, delta)
    return orbital_weights(v)[:, list(pair)].mean(axis=1)


def ratio_formula(x):
    return (1 + 9 * x + 3 * np.sqrt(1 + 2 * x + 9 * x * x)) ** 2 / 4


def top_energy(s, delta):
    return (s - delta / 3) / 2 + np.sqrt(delta**2 + 2*s*delta + 9*s*s) / 2


def mixing_angle(s, delta):
    return 0.5 * np.arctan2(2 * np.sqrt(2) * s, delta + s)


# --- Elastic relation: minimum of the elastic energy at fixed in-plane strain
e_test = 1.0
energy = lambda ez: (0.5 * C11 * (2 * e_test**2 + ez**2)
                     + C12 * (e_test**2 + 2 * e_test * ez))
assert abs(minimize_scalar(energy).x - normal_strain(e_test)) < 1e-6

# --- Selection rule by quadrature for functions of tetrahedral symmetry only
nodes, wts = np.polynomial.hermite.hermgauss(8)
R3 = np.array(np.meshgrid(nodes, nodes, nodes, indexing="ij")).reshape(3, -1)
W3 = np.einsum("i,j,k->ijk", wts, wts, wts).ravel() * np.exp((R3**2).sum(0))
gauss = lambda r: np.exp(-(r**2).sum(0) / 2)
s_like = lambda r: (1 + 0.7 * r[0] * r[1] * r[2]) * gauss(r)
p_like = lambda r, j: (r[j] + 0.4 * r[(j+1) % 3] * r[(j+2) % 3]) * gauss(r)
grad = np.zeros((3, 3))
for i in range(3):
    step = np.zeros((3, 1))
    step[i] = 1e-4
    for j in range(3):
        slope = (p_like(R3 + step, j) - p_like(R3 - step, j)) / 2e-4
        grad[i, j] = np.sum(W3 * s_like(R3) * slope)
assert abs(grad[0, 0]) > 0.1
assert np.allclose(grad, grad[0, 0] * np.eye(3), atol=1e-6)

# --- Closed forms against the full six-state diagonalization
previous = 4.0
for x in [1e-3, 0.01, 0.05, 0.15, 0.4, 1.0, 3.0, 10.0]:
    s = x * DELTA
    vals, vecs = diagonalize(s, DELTA)
    wx, wy, wz = pair_strength(s, DELTA)
    assert abs(wx - wy) < 1e-10
    assert abs(wz / wx / ratio_formula(x) - 1) < 1e-8
    assert wz / wx > previous
    previous = wz / wx
    assert abs(vals[5] - top_energy(s, DELTA)) < 1e-10
    assert np.allclose(vals[2:4], DELTA / 3 - s, atol=1e-10)
    # split-off weight of the top pair, from unstrained eigenvectors
    so = diagonalize(0.0, DELTA)[1][:, :2]
    so_weight = np.sum(np.abs(so.conj().T @ vecs[:, 4:]) ** 2) / 2
    phi = mixing_angle(s, DELTA)
    assert abs(so_weight - np.sin(phi) ** 2) < 1e-10
    t = np.tan(phi)
    interference = 2 * ((np.sqrt(2) + t) / (1 - np.sqrt(2) * t)) ** 2
    assert abs(interference / (wz / wx) - 1) < 1e-8

# Small- and large-strain laws, from diagonalization
x = 1e-3
w = pair_strength(x, 1.0)
assert abs((w[2] / w[0] - 4 - 24 * x) / x**2 - 60) < 0.1
w = pair_strength(1e3, 1.0)
assert abs(w[2] / w[0] / (81 * 1e6) - 1) < 1e-3

# Compression: the mixed pair lies below the heavy holes and has R < 4
for x in [-0.02, -0.1, -0.3]:
    w = pair_strength(x, 1.0, pair=(2, 3))
    assert w[2] / w[0] < 4 and abs(w[2] / w[0] - ratio_formula(x)) < 1e-8
    assert pair_strength(x, 1.0)[2] < 1e-10

# --- Worked example
e_par = 0.01
e_zz = normal_strain(e_par)
s_ex = B_DEF * (e_zz - e_par)
x_ex = s_ex / DELTA
h_ex = 2 * DELTA / 3 * LS + strain_matrix(e_par, e_zz, B_DEF)
vals_ex, vecs_ex = np.linalg.eigh(h_ex)
w_ex = orbital_weights(vecs_ex)[:, 4:].mean(axis=1)
R_ex = w_ex[2] / w_ex[0]
assert abs(R_ex - ratio_formula(x_ex)) < 1e-8

# Cause of the rise: same strain, split-off pair projected out
v32 = diagonalize(0.0, DELTA)[1][:, 2:]
_, c32 = np.linalg.eigh(v32.conj().T @ h_ex @ v32)
w_un = orbital_weights(v32 @ c32)[:, 2:].mean(axis=1)
R_un = w_un[2] / w_un[0]
assert abs(R_un - 4) < 1e-9
w = pair_strength(s_ex, 1e4 * DELTA)
assert abs(w[2] / w[0] - 4) < 1e-3


# --- Finite wave vector and thermal occupation (six-band model)
def kinetic(q):
    """Valence kinetic matrix; q^2 is hbar^2 k^2 / (2 m0) in eV."""
    q2 = (q**2).sum(axis=1)
    orb = -6 * G3 * np.einsum("ni,nj->nij", q, q)
    for i in range(3):
        orb[:, i, i] = (-(G1 + 4 * G2) * q[:, i]**2
                        - (G1 - 2 * G2) * (q2 - q[:, i]**2))
    return np.einsum("nij,ab->niajb", orb, np.eye(2)).reshape(-1, 6, 6)


for direction, g in [((0, 0, 1), G2), ((1, 1, 1), G3)]:
    unit = np.array([direction]) / np.linalg.norm(direction)
    ev = np.linalg.eigvalsh(2 * DELTA / 3 * LS + kinetic(1e-3 * unit)[0])
    drop = (DELTA / 3 - ev[2:]) / 1e-6
    expected = [G1 + 2 * g] * 2 + [G1 - 2 * g] * 2
    assert np.allclose(drop, expected, atol=0.02)


def thermal_ratio(strain, n=18, hole_level=None):
    """z/x ratio of emission: (all valence bands, top band only).

    Boltzmann electrons; Boltzmann holes, or Fermi holes with their level
    hole_level (eV) inside the valence band.
    """
    h0 = 2 * DELTA / 3 * LS + strain_matrix(
        strain, normal_strain(strain), B_DEF)
    edge = np.linalg.eigvalsh(h0)[-1]
    t, wt = np.polynomial.hermite.hermgauss(n)
    q = np.array(np.meshgrid(t, t, t, indexing="ij")).reshape(3, -1).T
    w3 = np.einsum("i,j,k->ijk", wt, wt, wt).ravel()
    ev, vec = np.linalg.eigh(h0 + kinetic(q * np.sqrt(M_C * KT)))
    depth = (edge - ev) / KT
    if hole_level is None:
        occ = np.exp(-depth)
    else:
        occ = 1 / (1 + np.exp(depth - hole_level / KT))
    emit = np.einsum("n,nb,nob->ob", w3, occ, orbital_weights(vec))
    total, top = emit.sum(axis=1), emit[:, 4:].sum(axis=1)
    return (2 * total[2] / (total[0] + total[1]),
            2 * top[2] / (top[0] + top[1]))


assert abs(thermal_ratio(0.0)[0] - 1) < 1e-8
all_T, top_T = thermal_ratio(e_par)
all_fine, top_fine = thermal_ratio(e_par, n=24)
assert abs(all_T / all_fine - 1) < 0.005
assert abs(top_T / top_fine - 1) < 0.02   # band crossing slows quadrature
assert all_T < top_T
LEVEL = 0.05
all_deg = thermal_ratio(e_par, hole_level=LEVEL)[0]
assert abs(all_deg / thermal_ratio(e_par, 24, LEVEL)[0] - 1) < 0.01

trace = 2 * e_par + e_zz
gap = GAP0 + A_GAP * trace - (vals_ex[5] - DELTA / 3)
wavelength = const.h * const.c / (gap * const.e) * 1e9
p_factor = ((1 - e_zz) / (1 - e_par)) ** 2
admixture = E_P * 1.5 * KT * M_C / gap**2

print("INPUTS (rough typical Ge values)")
print(f"C11, C12 = {C11:.0f}, {C12:.0f} GPa")
print(f"b = {B_DEF:.2f} eV, Delta = {DELTA:.2f} eV")
print(f"unstrained direct gap = {GAP0:.2f} eV, gap potential = {A_GAP:.1f} eV")
print(f"Luttinger parameters = {G1}, {G2}, {G3}")
print(f"conduction mass = {M_C} m0, Kane energy = {E_P:.0f} eV")
print(f"temperature = {TEMP:.0f} K, kT = {1e3*KT:.2f} meV")
print("EXAMPLE AT ZONE CENTRE")
print(f"in-plane strain = {100*e_par:.2f} %, normal = {100*e_zz:.2f} %")
print(f"s = {1e3*s_ex:.2f} meV, x = s/Delta = {x_ex:.4f}")
print(f"light-hole/split-off coupling = {1e3*np.sqrt(2)*s_ex:.2f} meV")
phi = mixing_angle(s_ex, DELTA)
print(f"mixing angle = {np.degrees(phi):.2f} deg, tan = {np.tan(phi):.4f}")
print(f"split-off weight = {100*np.sin(phi)**2:.2f} %")
print(f"top level = {1e3*vals_ex[5]:.2f} meV")
print(f"heavy-hole level = {1e3*vals_ex[3]:.2f} meV")
print(f"top minus heavy-hole = {1e3*(vals_ex[5]-vals_ex[3]):.2f} meV")
print(f"unmixed strengths z, x = {w_un[2]:.4f}, {w_un[0]:.4f} P^2")
print(f"mixed strengths z, x = {w_ex[2]:.4f}, {w_ex[0]:.4f} P^2")
print(f"ratio unmixed = {R_un:.3f}, mixed R = {R_ex:.3f}")
print(f"series 4+24x = {4+24*x_ex:.3f}, with 60x^2 = "
      f"{4+24*x_ex+60*x_ex**2:.3f}")
print(f"strained direct gap = {gap:.3f} eV, wavelength = {wavelength:.0f} nm")
print("STRAIN TABLE: strain %, x, split-off weight %, R, all bands at 300 K")
for e in [0.002, 0.005, 0.01, 0.02]:
    s = B_DEF * (normal_strain(e) - e)
    w = pair_strength(s, DELTA)
    print(f"{100*e:.1f}  {s/DELTA:.4f}  "
          f"{100*np.sin(mixing_angle(s, DELTA))**2:.2f}  "
          f"{w[2]/w[0]:.3f}  {thermal_ratio(e)[0]:.2f}")
print("NEGLECTED EFFECTS AT 1 % STRAIN")
for b in (-2.2, -2.9):
    w = pair_strength(b * (e_zz - e_par), DELTA)
    print(f"R for b = {b:.1f} eV: {w[2]/w[0]:.2f}")
print(f"strain dependence of P: R changes by {100*(p_factor-1):.1f} %")
print(f"thermal ratio, top band only = {top_fine:.1f}")
print(f"thermal ratio, all valence bands = {all_fine:.2f}")
print(f"same, hole level {1e3*LEVEL:.0f} meV inside band = {all_deg:.2f}")
print(f"valence admixture in conduction band, estimate = "
      f"{100*admixture:.0f} %")
print("every check passed")
```

Output:

```
INPUTS (rough typical Ge values)
C11, C12 = 128, 48 GPa
b = -2.50 eV, Delta = 0.29 eV
unstrained direct gap = 0.80 eV, gap potential = -9.0 eV
Luttinger parameters = 13.4, 4.2, 5.7
conduction mass = 0.04 m0, Kane energy = 26 eV
temperature = 300 K, kT = 25.85 meV
EXAMPLE AT ZONE CENTRE
in-plane strain = 1.00 %, normal = -0.75 %
s = 43.75 meV, x = s/Delta = 0.1509
light-hole/split-off coupling = 61.87 meV
mixing angle = 10.17 deg, tan = 0.1794
split-off weight = 3.12 %
top level = 151.52 meV
heavy-hole level = 52.92 meV
top minus heavy-hole = 98.60 meV
unmixed strengths z, x = 0.6667, 0.1667 P^2
mixed strengths z, x = 0.8202, 0.0899 P^2
ratio unmixed = 4.000, mixed R = 9.120
series 4+24x = 7.621, with 60x^2 = 8.986
strained direct gap = 0.633 eV, wavelength = 1960 nm
STRAIN TABLE: strain %, x, split-off weight %, R, all bands at 300 K
0.2  0.0302  0.17  4.780  1.73
0.5  0.0754  0.96  6.170  3.51
1.0  0.1509  3.12  9.120  7.73
2.0  0.3017  8.19  17.578  17.19
NEGLECTED EFFECTS AT 1 % STRAIN
R for b = -2.2 eV: 8.34
R for b = -2.9 eV: 10.24
strain dependence of P: R changes by 3.6 %
thermal ratio, top band only = 8.5
thermal ratio, all valence bands = 7.73
same, hole level 50 meV inside band = 5.54
valence admixture in conduction band, estimate = 10 %
every check passed
```
